# How the counter-rotating half of a linear drive moves a resonance, part 1

(Sections cited here and not found follow in the second part.)

## First half: periodic modes and the position of the peak

An electron has a lower state $|g\rangle$ and an upper state $|e\rangle$, separated by an energy $\omega_0$. An oscillating field of fixed direction, peak strength $F$ and angular frequency $\omega$ acts on it. Atomic units are used in the algebra, so $\hbar=1$ and the electron charge has magnitude one. The coupling energy is $zF\cos\omega t$, where $z$ is the coordinate along the field.

Three assumptions define the model. No other level takes part. The mean position $\langle z\rangle$ is the same in both states, so the diagonal part of the coupling is common to both and has no effect on transitions. There is no damping. The phases of the states are chosen so that $z_{12}=\langle g|z|e\rangle$ is real and positive. With $\sigma_z=|e\rangle\langle e|-|g\rangle\langle g|$, $\sigma_+=|e\rangle\langle g|$, $\sigma_-=|g\rangle\langle e|$ and $\sigma_x=\sigma_++\sigma_-$,

$$H=\frac{\omega_0}{2}\sigma_z+\Omega\cos(\omega t)\,\sigma_x,\qquad \Omega=z_{12}F .$$

The electron starts in $|g\rangle$. The resonance is defined as the drive frequency near $\omega_0$ at which the probability of finding it in $|e\rangle$, averaged over a long time and over the phase of the field at the start, is largest. The strength $\Omega$ is held fixed while $\omega$ is scanned, and $\Omega\ll\omega_0$.

### (a) Split the drive into a slow and a fast part

*Pass to a frame that turns with the drive. Identify the part that is constant there, and show that $\Omega$ is the Rabi frequency at resonance when the other part is dropped.*

**Solution.** Write the state as $\psi=R\varphi$ with $R=e^{-i\omega t\sigma_z/2}$. Since $i\dot R=(\omega/2)\sigma_zR$, the equation $i\dot\psi=H\psi$ becomes

$$i\dot\varphi=H'\varphi,\qquad H'=R^\dagger HR-\frac{\omega}{2}\sigma_z .$$

The operator $\sigma_+$ takes $|g\rangle$ to $|e\rangle$. The factor $R$ on its right gives $e^{i\omega t/2}$ from $|g\rangle$, and $R^\dagger$ on its left gives another $e^{i\omega t/2}$ from $|e\rangle$. Thus $R^\dagger\sigma_+R=e^{i\omega t}\sigma_+$, and

$$\cos(\omega t)\,e^{i\omega t}=\tfrac12\left(1+e^{2i\omega t}\right).$$

With the detuning $\delta=\omega_0-\omega$ and $v=\Omega/2$, this gives

$$H'=\frac{\delta}{2}\sigma_z+v\,\sigma_x+v\left(\sigma_+e^{2i\omega t}+\sigma_-e^{-2i\omega t}\right).$$

The last bracket is the counter-rotating part. If it is dropped and $\delta=0$, then $H'=v\sigma_x$. A start in $|g\rangle$ gives the upper-state probability $\sin^2(vt)=\tfrac12(1-\cos\Omega t)$. Populations therefore cycle at angular frequency $\Omega$, which is the resonant Rabi frequency.

### (b) Express the averaged probability through one number

*The Hamiltonian $H'$ is periodic. Use its periodic modes to reduce the averaged transition probability to one cycle average, and relate that average to a quasi-energy.*

**Solution.** The period of $H'$ is $\tau=\pi/\omega$. Its propagator over one period is a unitary $2\times2$ matrix, so it has two orthonormal eigenvectors. As $H'$ has zero trace, the determinant of this matrix is one, and its eigenvalues can be written $e^{\mp iq\tau}$. The solutions that start from the eigenvectors have the form

$$\varphi_\pm(t)=e^{\mp iqt}\chi_\pm(t),\qquad \chi_\pm(t+\tau)=\chi_\pm(t).$$

The number $q$ is a quasi-energy. The two vectors $\chi_\pm(t)$ stay orthonormal at every time because the evolution is unitary.

For a start at $t_0$, the amplitude for reaching $|e\rangle$ at time $t$ is

$$\sum_{k=\pm}e^{-iq_k(t-t_0)}\langle e|\chi_k(t)\rangle\langle\chi_k(t_0)|g\rangle,\qquad q_\pm=\pm q .$$

The frame change is diagonal and does not alter the probability. When the amplitude is squared, the cross terms carry $e^{\mp2iq(t-t_0)}$ times a periodic function. They average to zero over long times unless $2q$ is a multiple of $2\omega$. Near the resonance $q$ is close to $\Omega/2$, well between $0$ and $\omega$, so they vanish. Averaging over $t_0$ covers all starting phases.

Let $p$ be the cycle average of $|\langle e|\chi_+\rangle|^2$. Orthonormality makes the upper-state weight of the other mode $1-p$. The lower-state weights are then $1-p$ and $p$, and

$$\bar P=p(1-p)+(1-p)p=2p(1-p)=\tfrac12(1-s^2),\qquad s=2p-1 .$$

Here $s$ is the cycle-averaged value of $\sigma_z$ in the mode $\chi_+$. The largest possible value of $\bar P$ is $\tfrac12$, reached at $s=0$.

To find $s$, insert $\varphi_+$ into the Schrödinger equation:

$$K\chi_+=q\chi_+,\qquad K=H'-i\frac{d}{dt}.$$

Define the scalar product of two periodic vectors as their ordinary product averaged over a cycle. Under it $K$ is Hermitian, because integration by parts leaves no boundary term. For normalized $\chi_+$, $q=\langle\!\langle\chi_+|K|\chi_+\rangle\!\rangle$. Now change $\omega_0$ with $\omega$ and $\Omega$ fixed. The changes of $\chi_+$ contribute $q$ times the derivative of its norm, which is zero. What remains is

$$\frac{\partial q}{\partial\omega_0}=\left\langle\!\!\left\langle\chi_+\left|\frac{\partial H'}{\partial\omega_0}\right|\chi_+\right\rangle\!\!\right\rangle=\frac{s}{2}.$$

The resonance condition is therefore $\partial q/\partial\omega_0=0$. The derivative is taken at fixed drive. It fixes a relation between $\omega_0$, $\omega$ and $\Omega$, which can then be solved for $\omega$.

As a test of the averaging argument, take $\Omega=0.3\,\omega_0$ and $\omega=1.1\,\omega_0$. A direct long-time and starting-phase average of the transition probability gives 0.468512, and so does $\tfrac12(1-s^2)$.

### (c) Find an equation for the quasi-energy

*Expand a periodic mode in harmonics. Eliminate all amplitudes except the nearly resonant pair, without approximation.*

**Solution.** The harmonics of period $\pi/\omega$ are $e^{2in\omega t}$, so write

$$\chi_+=\sum_n e^{2in\omega t}\left(a_n|e\rangle+b_n|g\rangle\right).$$

The term $-i\,d/dt$ in $K$ adds $2n\omega$ to the energy of harmonic $n$. The term $\sigma_+e^{2i\omega t}$ takes $b_{n-1}$ to harmonic $n$ of $|e\rangle$, and its conjugate takes $a_{n+1}$ to harmonic $n$ of $|g\rangle$. Equating coefficients in $K\chi_+=q\chi_+$ gives

$$\left(q-\tfrac{\delta}{2}-2n\omega\right)a_n=v\,b_n+v\,b_{n-1},$$

$$\left(q+\tfrac{\delta}{2}-2n\omega\right)b_n=v\,a_n+v\,a_{n+1}.$$

The amplitudes thus form a single chain,

$$\cdots\;a_{-1},\;b_{-1},\;a_0,\;b_0,\;a_1,\;b_1\;\cdots,$$

in which each is linked to its two neighbours. The pair $a_0,b_0$ is nearly resonant for small $q$ and $\delta$. The links from $a_0$ to $b_{-1}$ and from $b_0$ to $a_1$ come from the counter-rotating part.

Consider the left side. Cut the chain at a distant place and eliminate inward. The last amplitude is proportional to its inner neighbour, so it subtracts a term from that neighbour's energy denominator. Repeating this up to $b_{-1}$ gives $v\,b_{-1}=A(q)\,a_0$ with

$$A(q)=\cfrac{v^2}{q+\frac{\delta}{2}+2\omega-\cfrac{v^2}{q-\frac{\delta}{2}+2\omega-\cfrac{v^2}{q+\frac{\delta}{2}+4\omega-\cdots}}}.$$

The denominators grow along the chain while $v$ stays fixed, so moving the cut to infinity gives a definite limit.

On the right side the same elimination gives $v\,a_1=B(q)\,b_0$, where

$$B(q)=\cfrac{v^2}{q-\frac{\delta}{2}-2\omega-\cfrac{v^2}{q+\frac{\delta}{2}-2\omega-\cdots}}.$$

Replacing $q$ by $-q$ in $A$ reverses the sign of every denominator of $B$. Hence $B(q)=-A(-q)$.

The equations with $n=0$ now involve two amplitudes:

$$\left(q-\tfrac{\delta}{2}-A(q)\right)a_0=v\,b_0,\qquad \left(q+\tfrac{\delta}{2}+A(-q)\right)b_0=v\,a_0 .$$

Multiplying them and cancelling $a_0b_0$ gives

$$\left(q-\tfrac{\delta}{2}-A(q)\right)\left(q+\tfrac{\delta}{2}+A(-q)\right)=v^2 .$$

No assumption of weak driving has entered this equation. For the values of $\Omega$ and $\omega$ used in part (b), its smallest positive root is $q=0.15433019\,\omega_0$. Direct time propagation over a period gives the same value to all the digits shown.

### (d) Locate the peak of a weakly driven system

*Evaluate the effect of the distant amplitudes to leading order. Find the resonance and the width of the averaged line.*

**Solution.** Near resonance $q$ is of order $v$, and both it and $\delta$ are small beside $2\omega$. The first denominator of $A$ is then close to $2\omega$, so

$$A\simeq\frac{v^2}{2\omega}=\frac{\Omega^2}{8\omega},\qquad B\simeq-\frac{\Omega^2}{8\omega}.$$

The equations for $a_0$ and $b_0$ show what these terms do. $A$ adds to the upper energy $\delta/2$, and $B$ adds to the lower energy $-\delta/2$. The upper level is pushed up by a state lying $2\omega$ below it, and the lower level is pushed down by a state lying $2\omega$ above it. Both movements widen the gap. The effective detuning is

$$D=\delta+\frac{\Omega^2}{4\omega}.$$

The quasi-energy condition becomes $(q-D/2)(q+D/2)=\Omega^2/4$, so

$$q=\tfrac12\sqrt{D^2+\Omega^2},\qquad s=2\frac{\partial q}{\partial\omega_0}=\frac{D}{\sqrt{D^2+\Omega^2}},\qquad \bar P=\frac12\,\frac{\Omega^2}{D^2+\Omega^2}.$$

The peak lies at $D=0$, or $\omega=\omega_0+\Omega^2/(4\omega)$. Replacing $\omega$ by $\omega_0$ in the small term changes the result only at the next order:

$$\omega_{\rm res}\simeq\omega_0+\frac{\Omega^2}{4\omega_0}.$$

The first correction to $A$ is linear in $q$ and smaller by a factor of order $\Omega/\omega$. It might seem to limit the accuracy to that factor, but it enters $A$ and $B$ with the same sign. It therefore moves both levels together and leaves the detuning unchanged. The second half treats this point in full.

Direct propagation gives shifts of $0.0025015\,\omega_0$ for $\Omega=0.1\,\omega_0$ and $0.0100239\,\omega_0$ for $\Omega=0.2\,\omega_0$. The leading formula gives 0.0025000 and 0.0100000 in the same unit. Doubling the field at fixed gap multiplies the shift by nearly four.

The averaged probability falls to half its peak at $D=\pm\Omega$. If the slow variation of the small shift across the line is neglected, the full width is $2\Omega$, and

$$\frac{\text{shift}}{\text{full width}}\simeq\frac{\Omega}{8\omega_0}.$$

A weak drive thus gives a shift that is small even beside the width the drive itself produces.

### (e) Identify the cause of the shift

*Multiply the counter-rotating part of $H'$ by a number $\kappa$, leaving the co-rotating part unchanged. How does the shift depend on $\kappa$?*

**Solution.** The link between $a_0$ and $b_{-1}$ is now $\kappa v$. It is used once to leave $a_0$ and once to return, so the leading value of $A$ is $\kappa^2v^2/(2\omega)$. The same holds on the other side. Hence

$$\omega_{\rm res}-\omega_0\simeq\kappa^2\frac{\Omega^2}{4\omega_0}.$$

At $\kappa=0$ the chain is cut on both sides of the resonant pair. Then $A=B=0$ and $q=\tfrac12\sqrt{\delta^2+\Omega^2}$ without approximation, and the peak lies at $\omega_0$ for any $\Omega$. This is the case of a drive whose coupling rotates in one sense. The co-rotating part sets the width, and the counter-rotating part moves the line.

For $\Omega=0.1\,\omega_0$, propagation with $\kappa=\tfrac12$ gives 0.2504 of the shift found with $\kappa=1$, close to the leading-order ratio of one quarter. With $\kappa=0$ the peak differs from $\omega_0$ by less than $10^{-8}\omega_0$.

## Second half: the next term and a terahertz example

The symbols carried over are the gap $\omega_0$, the drive frequency $\omega$, the detuning $\delta=\omega_0-\omega$, the resonant Rabi frequency $\Omega=z_{12}F$ and $v=\Omega/2$. The quasi-energy $q$ obeys

$$\left(q-\tfrac{\delta}{2}-A(q)\right)\left(q+\tfrac{\delta}{2}+A(-q)\right)=v^2,$$

where $A(q)$ is the continued fraction of part (c). The averaged transition probability peaks where $\partial q/\partial\omega_0=0$ at fixed $\omega$ and $\Omega$. To leading order the peak lies $\Omega^2/(4\omega_0)$ above the gap, and the full width of the averaged line is about $2\Omega$.

### (f) Find the next term of the shift

*Extend the result by one order in the drive strength, and state the order of what is left out.*

**Solution.** Near the peak $q$ is of order $v$ and $\delta$ is of order $v^2/\omega$. Split $A$ into parts even and odd in $q$:

$$A(q)=a-bq,\qquad A(-q)=a+bq,$$

where $a$ and $b$ depend on $q$ through $q^2$. With $X=\delta/2+a$ and $Y=(1+b)q$, the two factors of the quasi-energy condition are $Y-X$ and $Y+X$, so

$$Y^2-X^2=v^2 .$$

The odd part of $A$ thus rescales $q$ and does not enter the detuning-like quantity $X$.

To expand $A$, write it as $v^2/(2\omega+x)$ with

$$x=q+\frac{\delta}{2}-\frac{v^2}{2\omega}+\cdots .$$

Using $1/(2\omega+x)=(1/2\omega)(1-x/2\omega+x^2/4\omega^2-\cdots)$ and sorting by powers of $q$ gives

$$a=\frac{v^2}{2\omega}\left(1-\frac{\delta}{4\omega}+\frac{v^2}{4\omega^2}+\frac{q^2}{4\omega^2}\right)+\cdots,$$

$$b=\frac{v^2}{4\omega^2}-\frac{v^2\delta}{8\omega^3}+\cdots .$$

The second term of $b$ comes from the product $q\delta$ contained in $x^2$. Other terms of similar size in $b$ do not depend on $\delta$ and are not needed.

Differentiate $Y^2-X^2=v^2$ with respect to $\delta$. At fixed $\omega$ this is the same as differentiating with respect to $\omega_0$, and at the peak $q$ does not change. Hence

$$(1+b)\,q^2\frac{\partial b}{\partial\delta}=X\left(\frac12+\frac{\partial a}{\partial\delta}\right).$$

To leading order $q^2=v^2$, $\partial b/\partial\delta=-v^2/(8\omega^3)$, and the last bracket is $\tfrac12$. Therefore

$$X=-\frac{v^4}{4\omega^3}.$$

In $a$, insert $q^2=v^2$ and the leading result $\delta=-v^2/\omega$. The three small terms in the bracket are then equal, each being $v^2/(4\omega^2)$, and

$$a=\frac{v^2}{2\omega}+\frac{3v^4}{8\omega^3}.$$

From $\delta=2X-2a$,

$$\delta=-\frac{v^2}{\omega}-\frac{5v^4}{4\omega^3},\qquad \omega=\omega_0+\frac{v^2}{\omega}+\frac{5v^4}{4\omega^3}.$$

The right side still contains $\omega$. With $\omega\simeq\omega_0+v^2/\omega_0$, the second term is $v^2/\omega_0-v^4/\omega_0^3$. The coefficient of $v^4/\omega_0^3$ is then $\tfrac54-1=\tfrac14$, and $v=\Omega/2$ gives

$$\omega_{\rm res}=\omega_0+\frac{\Omega^2}{4\omega_0}+\frac{\Omega^4}{64\omega_0^3}+O\!\left(\frac{\Omega^6}{\omega_0^5}\right).$$

Odd powers of $\Omega$ are absent because reversing the field is the same as changing its starting phase by half a cycle, and that phase is averaged over.

At $\Omega=0.1\,\omega_0$, the part of the propagated shift beyond the leading term, divided by $\Omega^4/\omega_0^3$, is 0.01545. The derived coefficient is $1/64=0.01562$. The relative difference of about 1 per cent is of the order $(\Omega/\omega_0)^2$ expected from the omitted terms.

For the undamped two-level model, the counter-rotating part of the drive raises the resonance by $\Omega^2/(4\omega_0)+\Omega^4/(64\omega_0^3)$, with an error of order $\Omega^6/\omega_0^5$. What remains is to find the size of this shift in a double quantum well and to compare it with the effects of higher levels, other electrons and the conditions in a real sample.

Numbers in the example were calculated in double precision.
